# Direct-Impact and Stimulated Amorphization: the Dose Curve and Its Shape

**Q.** You want to describe how an ion beam turns a crystal amorphous using two cross sections. I can accept one. If each ion leaves a small amorphous zone, what follows from that alone?

**A.** Take a thin layer at fixed depth, initially crystalline, and let each ion make amorphous an area of it, $\sigma_a$ on average, at a random place. After a dose $D$, in ions per unit area, an area $A$ has received $DA$ ions. Each misses a chosen point with probability $1-\sigma_a/A$. The impacts are independent, so the probability that all of them miss is

$$\left(1-\frac{\sigma_a}{A}\right)^{DA}\longrightarrow e^{-\sigma_aD}\qquad(A\to\infty).$$

This is the crystalline fraction $1-f$. Hence $f=1-e^{-\sigma_aD}$, the single-hit law, and differentiation gives

$$\frac{df}{dD}=\sigma_a e^{-\sigma_aD}=\sigma_a(1-f).$$

The factor $1-f$ appears because an ion landing on amorphous material converts nothing new. Overlap of the zones is therefore already counted.

**Q.** Then where does a second process enter?

**A.** An ion may leave too little damage to amorphize a region surrounded by good crystal, yet enough to convert it if amorphous material is nearby. Suppose the cross section for converting a crystalline region is raised from $\sigma_a$ by an amount proportional to the amorphous fraction around it, and call the constant of proportionality $\sigma_s$. If the surroundings have the average composition $f$, then

$$\frac{df}{dD}=(\sigma_a+\sigma_s f)(1-f)=\sigma_a(1-f)+\sigma_s f(1-f).$$

The stimulated term needs both phases: amorphous material to stimulate and crystal to convert. I take $\sigma_a>0$ and $\sigma_s\ge0$, both independent of dose, and for the moment no recovery of the crystal.

**Q.** You have replaced the average of a product by a product of averages. Why is that allowed?

**A.** It is an assumption of good mixing, and its error can be bounded. Divide the layer into $N$ cells, $n$ of them amorphous, and let every cell feel the same fraction $\varphi=n/N$. Per unit dose, the number of conversions is $Nh(\varphi)$, with $h(\varphi)=(\sigma_a+\sigma_s\varphi)(1-\varphi)$. Let $f=\langle\varphi\rangle$ and $V=\langle\varphi^2\rangle-f^2$. Since $\langle\varphi(1-\varphi)\rangle=f(1-f)-V$,

$$\frac{df}{dD}=\langle h\rangle=h(f)-\sigma_sV.$$

One conversion changes $\varphi^2$ by $2\varphi/N+1/N^2$. Multiplying by the rate $Nh$, averaging, and subtracting $d(f^2)/dD=2f\langle h\rangle$ gives

$$\frac{dV}{dD}=2\left(\langle\varphi h\rangle-f\langle h\rangle\right)+\frac{\langle h\rangle}{N}.$$

Write $S=\sigma_a+\sigma_s$. On $0\le\varphi\le1$ we have $h\le S$, and the slope $h'=\sigma_s-\sigma_a-2\sigma_s\varphi$ never exceeds $S$ in size. The bracket is a covariance. For two independent copies $\varphi,\varphi'$ it equals $\tfrac12\langle(\varphi-\varphi')(h(\varphi)-h(\varphi'))\rangle$, which is at most $\tfrac12S\langle(\varphi-\varphi')^2\rangle=SV$. Thus

$$\frac{dV}{dD}\le2SV+\frac{S}{N},\qquad V\le\frac{e^{2SD}-1}{2N},$$

because $V=0$ at the start. At fixed dose the correction vanishes as $N$ grows. Since $V\ge0$, the finite system lags behind the mean-field curve.

**Q.** That bound grows exponentially with dose. Is the actual error tolerable?

**A.** For $\sigma_a=0.05$ nm² and $\sigma_s=0.80$ nm², I propagated the probabilities of all values of $n$ with a matrix exponential, up to the dose 4.98 nm⁻² where the mean-field fraction is 0.80. The mean fraction lies 0.0028 below this for 800 cells and 0.0014 below for 1600. Doubling the number of cells halves the error. This concerns well-mixed cells; clustering in space is a separate matter.

**Q.** Very well, solve the equation. I would like to see the logarithms.

**A.** Separate the variables:

$$\frac{df}{(\sigma_a+\sigma_s f)(1-f)}=dD.$$

The identity $\sigma_s(1-f)+(\sigma_a+\sigma_s f)=S$, divided by $S(\sigma_a+\sigma_sf)(1-f)$, gives the partial fractions

$$\frac{1}{(\sigma_a+\sigma_s f)(1-f)}=\frac1S\left[\frac{\sigma_s}{\sigma_a+\sigma_s f}+\frac1{1-f}\right].$$

Integrate from $f=0$ at $D=0$. The first term gives $\ln(\sigma_a+\sigma_s f)-\ln\sigma_a$ and the second gives $-\ln(1-f)$. Therefore

$$D(f)=\frac1S\ln\frac{\sigma_a+\sigma_s f}{\sigma_a(1-f)}.$$

This is the dose needed to reach a chosen fraction. To invert it, put $E=e^{SD}$:

$$\sigma_a+\sigma_s f=\sigma_aE(1-f)
\quad\Rightarrow\quad
f=\frac{\sigma_a(E-1)}{\sigma_s+\sigma_aE}.$$

Subtracting from one, the numerator becomes $\sigma_s+\sigma_aE-\sigma_aE+\sigma_a=S$, so

$$f(D)=1-\frac{\sigma_a+\sigma_s}{\sigma_s+\sigma_a e^{(\sigma_a+\sigma_s)D}}.$$

At $D=0$ the fraction on the right is one and $f=0$. At large dose the remaining crystal is approximately $(S/\sigma_a)e^{-SD}$. It disappears at the rate $S$ because the last crystalline regions are surrounded by amorphous material.

**Q.** Does switching off stimulation really restore the first law?

**A.** Setting $\sigma_s=0$ gives $f=1-\sigma_a/(\sigma_ae^{\sigma_aD})=1-e^{-\sigma_aD}$. The approach to this limit is also useful. Let $x=\sigma_aD$, $r=\sigma_s/\sigma_a$ and $u=1-f$. The rate equation becomes

$$\frac{du}{dx}=-u-r(1-u)u.$$

Insert $u=u_0+ru_1$ and keep first order in $r$. The zeroth order gives $u_0=e^{-x}$. The next order is

$$u_1'=-u_1-(1-e^{-x})e^{-x},\qquad u_1(0)=0.$$

With $u_1=e^{-x}w$, the terms in $w$ itself cancel and leave $w'=-(1-e^{-x})$. Integration gives $w=-(x-1+e^{-x})$, so

$$f=1-e^{-x}+r e^{-x}(x-1+e^{-x})+O(r^2)$$

at fixed $x$. For small $x$ the correction is $rx^2/2$: stimulation must wait until direct impacts have made something to stimulate it. For the relative error of the remaining crystal to stay small at high dose, $rx=\sigma_sD$ must also be small, since the true decay rate is $S$ rather than $\sigma_a$.

**Q.** What about the opposite limit? If stimulation is strong, can I discard direct impact?

**A.** No. With $\sigma_a=0$ and $f=0$ initially, the rate is zero and the crystal stays crystalline in this model. For small but nonzero $\sigma_a$, the half-amorphous dose is

$$D_{50}=\frac1S\ln\frac{\sigma_a+\sigma_s/2}{\sigma_a/2}=\frac{\ln(2+\sigma_s/\sigma_a)}{\sigma_a+\sigma_s}.$$

As $\sigma_a\to0$ at fixed $\sigma_s$, this grows as $\ln(\sigma_s/\sigma_a)/\sigma_s$. Direct impact supplies the seeds, and in this well-mixed model fewer seeds delay the rise logarithmically.

**Q.** You will now call the curve sigmoidal. Is any positive $\sigma_s$ enough?

**A.** It is not. Differentiate the rate equation with respect to dose, using the chain rule:

$$f''=f'\left[\sigma_s(1-f)-(\sigma_a+\sigma_s f)\right]
=f'(\sigma_s-\sigma_a-2\sigma_s f).$$

Since $f'>0$ at every finite dose, the sign is that of the bracket. If $\sigma_s\le\sigma_a$, the bracket is negative for all $D>0$, and the curve bends downward throughout, like the single-hit law. If $\sigma_s>\sigma_a$, it changes sign once, at

$$f_*=\frac{\sigma_s-\sigma_a}{2\sigma_s}.$$

There $\sigma_a+\sigma_sf_*=S/2$ and $1-f_*=S/(2\sigma_s)$. Their product is the greatest slope, and their ratio in $D(f)$ gives the dose:

$$f'_{\max}=\frac{S^2}{4\sigma_s},\qquad D_*=\frac1S\ln\frac{\sigma_s}{\sigma_a}.$$

Thus the sigmoid requires stimulation to exceed direct impact, not merely to exist. The inflection lies below $f=1/2$, because direct impact adds a contribution that is greatest in fresh crystal.

**Q.** Is this then just the logistic curve?

**A.** For $\sigma_s>0$ it is a piece of one, shifted and stretched. From the definition of $D_*$, $\sigma_ae^{SD}=\sigma_se^{S(D-D_*)}$, so

$$1-f=\frac{S/\sigma_s}{1+e^{S(D-D_*)}}.$$

Continued to negative dose, $f$ would tend to $-\sigma_a/\sigma_s$. The physical curve starts where it crosses zero. If $\sigma_s<\sigma_a$, then $D_*$ is negative and the inflection lies on the discarded piece.

**Q.** Give me numbers, and tell me what material they are meant to resemble.

**A.** Consider silicon ions of about 100 keV entering silicon near room temperature. I keep the round parameters $\sigma_a=0.05$ nm² and $\sigma_s=0.80$ nm²; they are chosen, not calculated from collision physics. This $\sigma_a$ is smaller than the area per atom in a silicon (001) plane, about 0.15 nm², so it can only be an average over ions: for example, one ion in 100 leaves a zone of 5 nm² at this depth and the others leave none. With these values $S=0.85$ nm² and

$$D_{50}=\frac{\ln18}{0.85\ \text{nm}^2}=3.40\ \text{nm}^{-2},\qquad
D_{99}=\frac{\ln1684}{0.85\ \text{nm}^2}=8.74\ \text{nm}^{-2}.$$

Here $D_{99}$ is the dose for $f=0.99$, and $1684=(0.05+0.80\times0.99)/(0.05\times0.01)$. Since 1 nm⁻² is $10^{14}$ cm⁻², the doses are $3.4\times10^{14}$ and $8.7\times10^{14}$ cm⁻². The inflection is at 3.26 nm⁻², where $f=0.47$. The slope there is 0.226 nm², about 4.5 times its initial value $\sigma_a$.

At the same $\sigma_a$, the two laws compare as follows.

| Dose (nm⁻²) | $f$ | Single-hit $f$ |
|---|---|---|
| 1 | 0.073 | 0.049 |
| 2 | 0.208 | 0.095 |
| 4 | 0.630 | 0.181 |
| 8 | 0.981 | 0.330 |

**Q.** That comparison favours you. I could raise the single-hit cross section until its half dose agreed.

**A.** You could, but not its shape. For the single-hit law, $D_{99}/D_{50}=\ln100/\ln2=6.6$ whatever the cross section. Here the ratio is $8.74/3.40=2.6$. Matching the half dose would still leave the single-hit curve too steep at the start and too slow at the end.

**Q.** So a measured sigmoid proves stimulated growth?

**A.** It does not. Suppose a point becomes amorphous only after two hits of cross section $\sigma$. With $y=\sigma D$, Poisson statistics give $f=1-(1+y)e^{-y}$. Then $df/dy=ye^{-y}$ and $d^2f/dy^2=(1-y)e^{-y}$, so this curve also has an inflection, at $y=1$. The low-dose behaviour differs: the two-hit law starts as $y^2/2$, whereas ours starts as

$$f=\sigma_aD+\tfrac12\sigma_a(\sigma_s-\sigma_a)D^2+\cdots.$$

The coefficients are $f'(0)$ and $f''(0)/2$ from the equations above. A nonzero initial slope speaks against a pure two-hit law, but it does not by itself establish the mechanism of the later growth.

**Q.** Amorphous zones are localized. Surely a crystalline region responds to its neighbours, not to the average of the whole layer.

**A.** Then the mean-field step must be corrected. Let $s_i=1$ if cell $i$ is amorphous and zero otherwise, and let stimulation come from neighbouring cells $j$. The required average is

$$\langle s_j(1-s_i)\rangle=f-\langle s_is_j\rangle=f(1-f)-C,$$

where $C=\langle s_is_j\rangle-f^2$ is the correlation between neighbours. Clustering means $C>0$, and it reduces growth: amorphous cells then spend more of their influence on one another than they would in a well-mixed layer.

I simulated a periodic cubic lattice of $40^3$ cells, each stimulated by its six nearest neighbours, in dose steps of 0.01 nm⁻². With the same cross sections, the half dose rises to 3.83 nm⁻² and the 99% dose to 9.93 nm⁻², increases of 13% and 14%. These are values from one random run, and its 99% dose lies on the high side. Averaged over 30 runs without a dose step, the two doses are 3.81 and 9.85 nm⁻², increases of about 12% and 13%; single runs give 99% doses between about 9.7 and 10.0 nm⁻². A control run, in which each cell felt the global fraction, stayed within about 0.005 of the closed form in $f$; with other random numbers the largest deviation sometimes exceeds 0.01. The delay shows that $C$ was positive during at least part of the neighbour run. Its size belongs to this lattice, this range of stimulation and this ratio of cross sections; on a square lattice with four neighbours, for instance, the two doses rise by about 20% and 24%. With rarer seeds the delay is much larger: for $\sigma_a=0.0005$ nm² and the same $\sigma_s$, the half dose on such a lattice is about 1.6 times the mean-field value.

**Q.** You also have a single depth. An implanted wafer does not.

**A.** Take a rough damage profile $g(z)=\exp[-(z-z_p)^2/(2w^2)]$, with its peak at $z_p=100$ nm and $w=50$ nm, and assume that both cross sections scale with $g$. Their ratio is then unchanged and $SD$ becomes $gSD$, so the local fraction is the same function evaluated at dose $gD$. When the peak reaches 99%, the half-amorphous edges satisfy $gD_{99}=D_{50}$, or

$$z=z_p\pm w\sqrt{2\ln(D_{99}/D_{50})}=100\pm69\ \text{nm}.$$

The result is a buried band from 31 to 169 nm. Integrating $f$ over depth gives an equivalent amorphous thickness of 139 nm. At the surface $g=e^{-2}$, so half amorphization there takes $e^2\approx7.4$ times the dose needed at the peak. A dose quoted for the peak is therefore no guarantee of an amorphous layer reaching the surface.

**Q.** And the crystal never repairs itself?

**A.** That is the assumption I would trust least near room temperature, where mobile defects can recombine during implantation. As an illustration, add a loss $-\sigma_rf$ with $\sigma_r=0.05$ nm². Growth stops when $(\sigma_a+\sigma_sf)(1-f)=\sigma_rf$, that is,

$$\sigma_sf^2-(\sigma_s-\sigma_a-\sigma_r)f-\sigma_a=0.$$

The positive root is $(0.70+\sqrt{0.70^2+4\times0.80\times0.05})/1.60=0.94$. The 99% level is never reached, although numerical integration moves the half dose only from 3.40 to 3.60 nm⁻². Agreement near the middle of the curve is thus weak evidence about its end.

If recovery instead acts at the boundary between the phases, as $-\sigma_rf(1-f)$, it merely replaces $\sigma_s$ by $\sigma_s-\sigma_r$. For $\sigma_r<\sigma_s$ the closed form survives, and a dose curve alone reveals the difference of the two cross sections, not each separately.

**Q.** The beam heats the wafer. Could that matter more than ordinary thermal regrowth?

**A.** In this example, yes, if heating changes the cross sections. The 99% dose of 100 keV ions brings 14.0 J/cm². A wafer 0.7 mm thick, with a rough heat capacity of 1.65 J/(cm³ K), would warm by

$$\frac{14.0}{0.07\times1.65}\ \text{K}=121\ \text{K}$$

if it lost no heat. This is an upper limit. At a flux of $10^{12}$ cm⁻² s⁻¹ the implant takes 874 s, and in that time radiation from both faces to surroundings at 300 K would hold the rise to roughly 36 K for an emissivity of 0.3, or 17 K for 0.7. A lightly doped wafer is partly transparent in the infrared at these temperatures and can emit less; an emissivity of 0.1 would allow a rise of about 70 K. With a rough thermal regrowth speed of $3\times10^{15}\exp(-2.7\ \text{eV}/k_BT)$ nm/s, holding the wafer at the no-loss limit of 421 K for all that time would recrystallize only about $10^{-14}$ nm.

That estimate excludes annealing assisted by the beam itself. If warming lowered $\sigma_s$ by 20% at fixed $\sigma_a$, the 99% dose would rise from 8.74 to 10.46 nm⁻², also about 20%. The 20% reduction is an assumed sensitivity, not a prediction for 121 K. In real silicon under self-ion irradiation the amorphization dose rises steeply with temperature not far above room temperature, so warming by several tens of kelvin can shift it by much more than 20% or suppress amorphization.

**Q.** How, then, should I place the example beside real silicon?

**A.** Silicon self-implantation near room temperature amorphizes at roughly several $10^{14}$ to $10^{15}$ cm⁻², depending on temperature and dose rate, so the chosen parameters give a reasonable scale. If about 50 keV per ion goes into damage with the above profile, the peak receives some 27 eV per atom by $D_{50}$. This is energy delivered over the whole implant, not energy stored. Sputtering one atom per ion would remove 0.17 nm by $D_{99}$, and the implanted atoms, if spread with the same width, would make up 0.14% at their peak. Both are small here. Real implants can also break the assumption of constant cross sections without recovery. With the strengths assumed above, this moves the 99% dose by about 20% or removes that level altogether, while stimulation by neighbours alone moved it by about 13% on the cubic lattice. The formula can be tried as a fit to a curve measured at one depth, with fixed ion, energy, temperature and flux; its parameters should not be carried to other conditions without new evidence.
